# Why Exponential Extrapolation of Correlation Energies Falls Short

A correlated calculation on an atom is run in three basis sets of increasing size, labelled by cardinal numbers \(X-2\), \(X-1\) and \(X\). The correlation energy drops each time, and each drop is much smaller than the one before. The next basis set is too expensive. How much energy is still missing?

One answer is to assume exponential convergence,

\[
E_X = E_\infty + B\,e^{-\alpha X},
\]

and to solve for the three unknowns \(E_\infty\), \(B\) and \(\alpha\). The belief examined here is that this is adequate for correlation energies.

There is much to be said for it. The drops do shrink by large factors, as in an exponential. The curve goes through all three points with no residual, and the limit lies below the last computed energy, as it should. But a form with three parameters fits any three energies whose drops are positive and decreasing. The perfect fit is therefore no evidence for the form, and the limit depends on how the energy behaves beyond the last point.

## The law the energies follow

In the principal expansion, the basis for cardinal number \(X\) holds all orbitals with principal quantum number \(n \le X\). The cc-pV\(X\)Z sets have this number of functions for helium (5, 14, 30, 55 for \(X=2\) to 5); for neon the count is that of \(n \le X+1\). I take as a model input, not derived here, that to leading order each orbital of shell \(n\) lowers the energy by an amount proportional to \(n^{-6}\). A shell has \(n^2\) spatial orbitals, so it contributes in proportion to \(n^{-4}\). Since \(n^{-4}\) is a decreasing function, the sum over the missing shells lies between two integrals:

\[
\frac{1}{3(X+1)^3}=\int_{X+1}^{\infty}\!\frac{dn}{n^4} \;<\; \sum_{n>X}\frac{1}{n^4} \;<\; \int_X^\infty\!\frac{dn}{n^4}=\frac{1}{3X^3}.
\]

The missing energy thus falls off as \(X^{-3}\) to leading order. To isolate the effect of the extrapolation, let this law hold exactly:

\[
E_X = E_\infty + \frac{A}{X^3}, \qquad A>0 .
\]

The quantity \(A/X^3\) is the tail, the amount by which \(E_X\) still lies above the limit. All of this concerns the correlation energy; the Hartree–Fock energy converges differently and is extrapolated separately.

## What the exponential fit does

Define the increment \(d_X = E_{X-1}-E_X\), which is positive, and the ratio \(r = d_X/d_{X-1}\). For the exponential form,

\[
d_X = B e^{-\alpha X}(e^{\alpha}-1), \qquad r = e^{-\alpha}.
\]

The energy that the fit places below \(E_X\) is \(G = B e^{-\alpha X}\). Solving the first relation for it, and then inserting \(e^\alpha = 1/r\) and the definition of \(r\), gives

\[
G=\frac{d_X}{e^{\alpha}-1}=\frac{d_X\, r}{1-r}=\frac{d_X^2}{d_{X-1}-d_X}.
\]

This is the three-point geometric formula, with estimated limit \(E_X-G\). The middle form is the sum \(d_X(r+r^2+r^3+\dots)\): the fit assumes that every later increment shrinks by the last observed ratio.

For an inverse cube that assumption fails in a definite direction. An inverse cube is a mixture of exponentials,

\[
\frac{1}{X^3}=\frac12\int_0^\infty s^2e^{-sX}\,ds,
\qquad
d_X=\frac A2\int_0^\infty s^2(e^{s}-1)\,e^{-sX}\,ds .
\]

Write \(e^{-sX}\) as the product of \(e^{-s(X-1)/2}\) and \(e^{-s(X+1)/2}\). The Cauchy–Schwarz inequality with the positive weight \(s^2(e^s-1)\) then gives \(d_X^2 < d_{X-1}d_{X+1}\), that is,

\[
\frac{d_{X+1}}{d_X} > \frac{d_X}{d_{X-1}} .
\]

The ratio rises with \(X\). The rapidly decaying components die out first and the slow ones remain. A fit that freezes the ratio makes every later increment too small, so the estimated limit lies too high.

## The fraction recovered

Let \(m=X-1\) be the middle cardinal number. The two increments are

\[
d_X = A\left[\frac1{m^3}-\frac1{(m+1)^3}\right]=A\,\frac{3m^2+3m+1}{m^3(m+1)^3},
\]

\[
d_{X-1} = A\left[\frac1{(m-1)^3}-\frac1{m^3}\right]=A\,\frac{3m^2-3m+1}{m^3(m-1)^3}.
\]

Over the common denominator \(m^3(m-1)^3(m+1)^3\), the numerator of \((d_{X-1}-d_X)/A\) is the difference of

\[
(3m^2-3m+1)(m+1)^3 = 3m^5+6m^4+m^3-3m^2+1
\]

and

\[
(3m^2+3m+1)(m-1)^3 = 3m^5-6m^4+m^3+3m^2-1 ,
\]

which is \(12m^4-6m^2+2\). Hence

\[
d_{X-1}-d_X = A\,\frac{2(6m^4-3m^2+1)}{m^3(m-1)^3(m+1)^3}.
\]

Dividing \(d_X^2\) by this expression gives

\[
G = A\,\frac{(3m^2+3m+1)^2(m-1)^3}{2m^3(m+1)^3(6m^4-3m^2+1)} .
\]

The tail is \(A/(m+1)^3\), so the recovered fraction \(f=G/(A/X^3)\) is

\[
\boxed{\,f=\frac{(3m^2+3m+1)^2(m-1)^3}{2m^3(6m^4-3m^2+1)},\qquad m=X-1\,}
\]

Both \(A\) and \(E_\infty\) have dropped out. The fraction is 0.441 for the set 2, 3, 4, then 0.527 for 3, 4, 5, and 0.659 for 8, 9, 10.

For large \(m\) the leading powers give \(f\to 9m^7/(12m^7)=3/4\). To see that the limit is approached from below, take the logarithmic derivative:

\[
\frac{m}{f}\frac{df}{dm}
=\frac{6m(2m+1)}{3m^2+3m+1}+\frac{3}{m-1}-\frac{24m^4-6m^2}{6m^4-3m^2+1}.
\]

Here the terms \(3m/(m-1)\) and \(-3\), from \((m-1)^3\) and \(m^{-3}\), have been combined into \(3/(m-1)\). Splitting off 4 from the first and last fractions leaves

\[
\frac{m}{f}\frac{df}{dm}
=\frac{3}{m-1}-\frac{6m+4}{3m^2+3m+1}-\frac{6m^2-4}{6m^4-3m^2+1}.
\]

The second fraction is smaller than \(2/m\), because \(6m^2+4m<6m^2+6m+2\). The third is smaller than \((6m^2-3)/(6m^4-3m^2)=1/m^2\), because its numerator is smaller and its denominator larger. Since \(3/(m-1)>3/m\), for \(m\ge2\)

\[
\frac{m}{f}\frac{df}{dm} > \frac3m-\frac2m-\frac1{m^2}=\frac{m-1}{m^2}>0 .
\]

So \(f\) rises steadily towards 3/4 and stays below it. Larger basis sets reduce the error, but it remains of order \(X^{-3}\): at large \(X\) a quarter of the tail is left. The value 3/4 reflects the power. For a tail \(X^{-p}\) the increment is about \(pX^{-p-1}\) and the difference of successive increments about \(p(p+1)X^{-p-2}\), so the recovered fraction tends to \(p/(p+1)\).

The pure cube is itself an approximation to the shell sum. If the tail is taken as the full sum of \(n^{-4}\) over \(n>X\), the fractions for \(X=4\) and 5 become 0.506 and 0.563. A shifted tail \((X+1)^{-3}\) gives 0.527 and 0.577. The numbers move, but the shortfall stays.

## A number

Take \(E_\infty=-300\) mEh and \(A=1000\) mEh. The energies for \(X=3,4,5\) are \(-262.963\), \(-284.375\) and \(-292.000\) mEh, so \(d_4=21.412\) and \(d_5=7.625\) mEh. The geometric formula gives

\[
G=\frac{7.625^2}{21.412-7.625}=4.217\ \text{mEh},
\]

and a limit of \(-296.217\) mEh. The tail was 8.000 mEh, so the fraction recovered is \(4.217/8.000=0.527\), as the formula says. The error left is 3.783 mEh, or 9.93 kJ/mol. An unextrapolated calculation would have that error at an effective cardinal number \(X(1-f)^{-1/3}=6.42\). The fit has gained the equivalent of about 1.4 cardinal numbers, not the limit.

The assumed power law needs just two points. Multiplying \(E_X-E_\infty=A/X^3\) by \(X^3\), doing the same for \(X-1\), and subtracting removes \(A\):

\[
E_\infty=\frac{X^3E_X-(X-1)^3E_{X-1}}{X^3-(X-1)^3}
=\frac{125(-292)-64(-284.375)}{61}=-300\ \text{mEh}.
\]

This exactness belongs to the pure cube. Applied to the full shell sum of \(n^{-4}\), the two-point formula recovers 0.80 of the tail at \(X=4\) and 0.85 at \(X=5\).

A fourth energy exposes the wrong form. From \(X=2,3,4\) the ratio is 0.243, so the exponential predicts \(d_5=21.412\times0.2434=5.21\) mEh. The actual value is 7.63 mEh.

## A real atom

Real basis sets do not obey the pure cube, so the conclusion needs a test on an atom whose limit is known independently. For helium, CCSD is equivalent to full configuration interaction. The reference limit is a variational energy with explicit dependence on the interelectronic distance, \(-2.903719\) Eh, minus a Hartree–Fock energy in a large s-type basis, \(-2.861680\) Eh. This gives \(-42.04\) mEh for a nonrelativistic atom with a fixed nucleus. Enlarging the explicitly correlated expansion to its final size changed the energy by 0.01 mEh, which indicates the uncertainty. The converged energy is \(-2.903724\) Eh, lower by 0.005 mEh.

The correlation energies in cc-pVDZ to cc-pV5Z are \(-32.434\), \(-39.079\), \(-40.897\) and \(-41.527\) mEh. The ratio of increments rises from 0.274 to 0.347, so the convergence is not exponential here either. The exponential through the first three points predicts a next increment of 0.497 mEh; the computed one is 0.630 mEh.

| Largest \(X\) | Tail (mEh) | Geometric fraction | \(X^{-3}\) fraction |
|---|---|---|---|
| 4 | 1.14 | 0.60 | 1.16 |
| 5 | 0.51 | 0.65 | 1.29 |

Each fraction is the energy gained below \(E_X\) divided by the tail. With the limit uncertain by about 0.01 mEh, the last digit of every entry is uncertain. The geometric formula again stops short, leaving 0.46 and then 0.18 mEh. The two-point \(X^{-3}\) formula goes too far, by 0.18 and then 0.15 mEh. It is closer both times, though at \(X=5\) only slightly. A larger variational expansion can only lower the explicitly correlated energy, which widens that margin: with the converged energy the tails are 1.15 and 0.52 mEh, the \(X^{-3}\) fraction at \(X=5\) is 1.28, and the errors at \(X=5\) are 0.18 mEh (geometric) and 0.14 mEh (\(X^{-3}\)).

The overshoot can be traced. The two-point formula places the limit below \(E_X\) by \((X-1)^3 d_X/[X^3-(X-1)^3]=d_X/(\rho_0-1)\), with \(\rho_0=X^3/(X-1)^3\). If the true tail falls by a factor \(\rho\) between \(X-1\) and \(X\), then \(d_X\) is \(\rho-1\) times the tail at \(X\), and the recovered fraction is \((\rho-1)/(\rho_0-1)\). It exceeds one when the tail shrinks faster than the cube law allows. From \(X=4\) to 5 the helium tail falls by a factor \(1.14/0.51\approx2.2\), whereas the cube law gives \(125/64=1.95\). Over the range computed, these basis sets do not follow pure \(X^{-3}\) behaviour for this atom, and the \(X^{-3}\) limit carries an error of its own.

The exponential formula is right when the ratio of increments is constant. When the ratio rises and keeps rising, the estimate lies above the true limit, however well the curve passes through its three points. The numerical check checks the fraction, its bound and the helium comparison numerically.

## Values computed for the example and the checks

```
MODEL: E_inf = -300.0 mEh, A = 1000.0 mEh
X=2: E = -175.0000 mEh, tail = 125.0000 mEh
X=3: E = -262.9630 mEh, tail = 37.0370 mEh
X=4: E = -284.3750 mEh, tail = 15.6250 mEh
X=5: E = -292.0000 mEh, tail = 8.0000 mEh
increment d_3 = 87.9630 mEh
increment d_4 = 21.4120 mEh
increment d_5 = 7.6250 mEh
X=4: ratio r = 0.2434, geometric gain = 6.8891 mEh
X=4: geometric limit = -291.2641 mEh
X=4: error left = 8.7359 mEh = 22.936 kJ/mol
X=4: effective cardinal number = 4.855
X=5: ratio r = 0.3561, geometric gain = 4.2171 mEh
X=5: geometric limit = -296.2171 mEh
X=5: error left = 3.7829 mEh = 9.932 kJ/mol
X=5: effective cardinal number = 6.418
d_5 predicted from X=2,3,4: 5.2121 mEh
fraction recovered f(X=4) = 0.4409
fraction recovered f(X=5) = 0.5271
fraction recovered f(X=6) = 0.5767
fraction recovered f(X=7) = 0.6085
fraction recovered f(X=10) = 0.6592
fraction recovered f(X=20) = 0.7088
fraction recovered f(X=100) = 0.7424
shell sum of n^-4: fraction at X=4 = 0.5063
shell sum of n^-4: fraction at X=5 = 0.5631
HELIUM: Hylleraas energy, 34 terms = -2.903719 Eh
He Hylleraas change from smaller set = -0.000010 Eh
He Hartree-Fock limit = -2.861680 Eh
He correlation limit = -42.039 mEh
He X=2: E_corr = -32.434 mEh, tail = 9.605 mEh
He X=3: E_corr = -39.079 mEh, tail = 2.960 mEh
He X=4: E_corr = -40.897 mEh, tail = 1.142 mEh
He X=5: E_corr = -41.527 mEh, tail = 0.512 mEh
He X=4: ratio of increments = 0.2736
He X=4: geometric limit -41.581 mEh, fraction 0.599
He X=4: X^-3 limit -42.223 mEh, fraction 1.161
He X=4: limit errors: geometric 0.458, X^-3 -0.184 mEh
He X=5: ratio of increments = 0.3468
He X=5: geometric limit -41.862 mEh, fraction 0.654
He X=5: X^-3 limit -42.188 mEh, fraction 1.292
He X=5: limit errors: geometric 0.177, X^-3 -0.150 mEh
He d_5: predicted from X=2,3,4 0.497, computed 0.630 mEh
```
